**Formation-energy lines and the negative-U condition**

The formation energy of a defect of charge q is E_f = E(q) + qE_F, with E_F measured from the valence-band edge. For three adjacent charges the middle one is skipped when U = E(q+1) + E(q−1) − 2E(q) is negative. The program diagonalizes an orbital coupled to an oscillator and asserts that U = U_H − 2λ, where U_H is the electron repulsion and λ the one-electron relaxation energy. It joins the defect to an explicit electron reservoir and asserts that single occupation is absent for U = −0.4 eV with 2000 levels, but returns with 6 levels. Scans over E_F for 300 random sets of five energies agree with the general chord condition; 108 of the 563 inner states that are never uniquely lowest have a positive U of their own. Sums over the computed spectra confirm the formula for the largest thermal fraction of the middle state, which at 300 K is 4.4 × 10⁻⁴ for U = −0.4 eV and 0.9996 for U = +0.4 eV.

## Program and output

```python
"""Defect formation energies and the skipping of a negative-U charge state.

Result under test: E_f(q; E_F) = E(q) + q E_F, and charge q is never the unique
ground state exactly when E(q) is not below every chord joining a higher and a
lower charge. For three adjacent charges this means
U = E(q+1) + E(q-1) - 2 E(q) <= 0 (U = 0 is a tie at one point).
Model: an orbital with n = 0, 1, 2 electrons, charge q = 2 - n, coupled to an
oscillator. lam is the relaxation energy for n = 1, and U = U_H - 2 lam.
E_F is measured from the valence-band edge. Energies are in eV.
"""
import numpy as np
from scipy.constants import k as k_B, e as e_charge
from scipy.optimize import brentq

GAP, BASE, LEVEL, HUBBARD, QUANTUM = 3.0, 1.0, 2.2, 0.8, 0.1
STRONG, WEAK, TEMPERATURE, N_BOSON = 0.6, 0.2, 300.0, 160
kT = k_B * TEMPERATURE / e_charge


def hamiltonian(n, lam):
    """Oscillator Hamiltonian at occupation n, zero-point energy dropped."""
    lower = np.diag(np.sqrt(np.arange(1, N_BOSON)), 1)
    static = n * LEVEL + (HUBBARD if n == 2 else 0.0)
    return (static * np.eye(N_BOSON) + QUANTUM * lower.T @ lower
            + np.sqrt(lam * QUANTUM) * n * (lower + lower.T))


def spectra(lam):
    return [np.linalg.eigvalsh(hamiltonian(n, lam)) for n in range(3)]


def ground_energies(lam):
    return np.array([s[0] for s in spectra(lam)])


def curvature(energy):
    return energy[0] + energy[2] - 2 * energy[1]


print(f"Gap {GAP:.1f} eV; E(+2) = {BASE:.1f} eV; orbital level {LEVEL:.1f} eV")
print(f"Repulsion U_H {HUBBARD:.1f} eV; oscillator quantum {QUANTUM:.1f} eV")
print(f"Temperature {TEMPERATURE:.0f} K; k_B T = {kT:.5f} eV")

# Relaxed energies from diagonalization against the completed square
results = {}
for name, lam in (("strong", STRONG), ("weak", WEAK)):
    en = ground_energies(lam)
    for n in range(3):
        predicted = n * LEVEL + HUBBARD * (n == 2) - n**2 * lam
        assert abs(en[n] - predicted) < 1e-8
    assert abs(curvature(en) - (HUBBARD - 2 * lam)) < 1e-8
    results[name] = en
    form = BASE + en
    print(f"{name} coupling: lambda = {lam:.1f} eV, U = {curvature(en):.3f} eV")
    print(f"  E(+2), E(+1), E(0) = {form[0]:.3f}, {form[1]:.3f}, {form[2]:.3f} eV")
    print(f"  level (+2/+1) = {en[1] - en[0]:.3f} eV")
    print(f"  level (+1/0)  = {en[2] - en[1]:.3f} eV")
    print(f"  level (+2/0)  = {(en[2] - en[0]) / 2:.3f} eV")

vectors = np.linalg.eigh(hamiltonian(1, STRONG))[1]
frozen = [vectors[:, 0] @ hamiltonian(n, STRONG) @ vectors[:, 0] for n in range(3)]
assert abs(curvature(frozen) - HUBBARD) < 1e-8
print(f"Strong coupling, lattice frozen at n = 1: U = {curvature(frozen):.3f} eV")
threshold = brentq(lambda x: curvature(ground_energies(x)), 0.1, 0.7)
assert abs(threshold - HUBBARD / 2) < 1e-7
print(f"Coupling lambda at which U changes sign: {threshold:.3f} eV")

# Formation-energy lines and the height of the middle state at the crossing
charges = np.array([2, 1, 0])
strong_form = BASE + results["strong"]
for fermi in (0.5, 1.2, 1.4, 1.6, 2.5):
    f = strong_form + charges * fermi
    print(f"Strong, E_F = {fermi:.1f} eV: E_f(+2,+1,0) = "
          f"{f[0]:.3f}, {f[1]:.3f}, {f[2]:.3f} eV")
crossing = brentq(lambda x: strong_form[0] + 2 * x - strong_form[2], 0, GAP)
excess = strong_form[1] + crossing - strong_form[2]
assert abs(excess + curvature(results["strong"]) / 2) < 1e-8
print(f"Middle state above the crossing point by {excess:.3f} eV")


# An explicit reservoir: one electron per level, levels spread over the gap
def reservoir(size):
    k = np.arange(1, size + 1)
    levels = GAP / 2 * (1 - np.cos(np.pi * k / (size + 1)))
    return levels, np.concatenate(([0.0], np.cumsum(levels)))


filling = 0.3
mu = GAP / 2 * (1 - np.cos(np.pi * filling))
deviations = []
for size in (500, 1000, 2000):
    total = reservoir(size)[1]
    number = round(filling * size)
    deviations.append(total[number + 2] - total[number] - 2 * mu)
    print(f"Reservoir of {size} levels: cost of adding 2 electrons minus 2 mu = "
          f"{1000 * deviations[-1]:.2f} meV")
for larger, smaller in zip(deviations, deviations[1:]):
    assert abs(larger / smaller - 2) < 0.03


def closed_system(energy, size):
    """Best defect occupation for each fixed total number of electrons."""
    levels, total = reservoir(size)
    number = np.arange(2, size + 1)
    trial = np.array([energy[n] + total[number - n] for n in range(3)])
    chemical = (levels[number - 1] + levels[number - 2]) / 2
    return chemical, np.argmin(trial, axis=0)


chem, occ = closed_system(results["strong"], 2000)
assert not np.any(occ == 1)
switch = (chem[occ == 0].max() + chem[occ == 2].min()) / 2
assert abs(switch - crossing) < 0.005
print(f"2000-level reservoir, strong: n = 1 occurs {np.sum(occ == 1)} times")
print(f"  jump from n = 0 to n = 2 at mu = {switch:.3f} eV")
chem, occ = closed_system(results["weak"], 2000)
window = chem[occ == 1].min(), chem[occ == 1].max()
weak = results["weak"]
assert abs(window[0] - (weak[1] - weak[0])) < 0.005
assert abs(window[1] - (weak[2] - weak[1])) < 0.005
print(f"  weak: n = 1 found for mu from {window[0]:.3f} to {window[1]:.3f} eV")
chem, occ = closed_system(results["strong"], 6)
assert np.sum(occ == 1) == 1
total_number = int(np.flatnonzero(occ == 1)[0]) + 2
small_levels = reservoir(6)[0]
below, above = small_levels[total_number - 2], small_levels[total_number - 1]
assert above - below > -curvature(results["strong"])
print(f"6-level reservoir, strong: n = 1 returns at {total_number} electrons in total")
print(f"  reservoir levels {below:.3f} and {above:.3f} eV, "
      f"spacing {above - below:.3f} eV")


# General condition: scan of E_F against the chord rule
def winners(energy, charge):
    scan = np.linspace(-4, 4, 4001)
    lines = energy[:, None] + charge[:, None] * scan
    ordered = np.sort(lines, axis=0)
    unique = ordered[1] - ordered[0] > 1e-7
    return set(np.argmin(lines, axis=0)[unique].tolist())


def below_all_chords(energy, i):
    """Charges are consecutive and increase with the index."""
    return all(((i - r) * energy[p] + (p - i) * energy[r]) / (p - r)
               - energy[i] > 1e-9
               for r in range(i) for p in range(i + 1, len(energy)))


rng = np.random.default_rng(7)
five = np.arange(-2, 3)
n_sets, skipped, skipped_positive = 300, 0, 0
for _ in range(n_sets):
    energy = rng.integers(0, 31, 5) / 10
    found = winners(energy, five)
    for i in range(1, 4):
        assert (i in found) == below_all_chords(energy, i)
        local_u = energy[i - 1] + energy[i + 1] - 2 * energy[i]
        if local_u < -1e-9:
            assert i not in found
        if i not in found:
            skipped += 1
            skipped_positive += int(local_u > 1e-9)
    steps = np.sort(rng.choice(np.arange(-20, 21), 4, replace=False)) / 10
    convex = np.concatenate(([0.0], np.cumsum(steps)))
    assert winners(convex, five) == set(range(5))
assert skipped_positive > 0
print(f"Random test: {n_sets} sets of 5 charges, {3 * n_sets} inner states")
print(f"  never uniquely lowest: {skipped}; of these with own U > 0: {skipped_positive}")

four = np.array([3.0, 2.4, 2.0, 0.3])
u_one, u_two = curvature(four[:3]), curvature(four[1:])
assert u_one > 0 and u_two < 0
assert winners(four, np.arange(4)) == {0, 3}
chord = (2 * four[0] + four[3]) / 3
print("Four charges: E(0), E(+1), E(+2), E(+3) = "
      + ", ".join(f"{x:.1f}" for x in four) + " eV")
print(f"  U at +1 = {u_one:.2f} eV, U at +2 = {u_two:.2f} eV")
print(f"  chord from 0 to +3 at charge +1: {chord:.2f} eV")
print(f"  level (+3/+1) = {(four[1] - four[3]) / 2:.2f} eV, "
      f"level (+1/0) = {four[0] - four[1]:.2f} eV")
print(f"  level (+3/0) = {(four[0] - four[3]) / 3:.2f} eV; "
      f"ground charges found: {sorted(winners(four, np.arange(4)))}")

# Largest thermal fraction of n = 1, from sums over all computed levels
spin = np.array([1, 2, 1])
for name, lam in (("strong", STRONG), ("weak", WEAK)):
    spectrum = spectra(lam)
    center = (results[name][2] - results[name][0]) / 2
    fermi = np.linspace(center - 0.2, center + 0.2, 4001)
    weights = np.array([
        spin[n] * np.exp(-(spectrum[n][:, None] - n * fermi
                           - results[name][1] + center) / kT).sum(axis=0)
        for n in range(3)])
    peak = (weights[1] / weights.sum(axis=0)).max()
    factor = np.exp(-curvature(results[name]) / (2 * kT))
    formula = spin[1] / (spin[1] + 2 * np.sqrt(spin[0] * spin[2]) * factor)
    assert abs(peak / formula - 1) < 1e-4
    print(f"Largest fraction of charge +1, {name} coupling: {peak:.4e}")

print("all assertions hold")
```

Printed output:

```
Gap 3.0 eV; E(+2) = 1.0 eV; orbital level 2.2 eV
Repulsion U_H 0.8 eV; oscillator quantum 0.1 eV
Temperature 300 K; k_B T = 0.02585 eV
strong coupling: lambda = 0.6 eV, U = -0.400 eV
  E(+2), E(+1), E(0) = 1.000, 2.600, 3.800 eV
  level (+2/+1) = 1.600 eV
  level (+1/0)  = 1.200 eV
  level (+2/0)  = 1.400 eV
weak coupling: lambda = 0.2 eV, U = 0.400 eV
  E(+2), E(+1), E(0) = 1.000, 3.000, 5.400 eV
  level (+2/+1) = 2.000 eV
  level (+1/0)  = 2.400 eV
  level (+2/0)  = 2.200 eV
Strong coupling, lattice frozen at n = 1: U = 0.800 eV
Coupling lambda at which U changes sign: 0.400 eV
Strong, E_F = 0.5 eV: E_f(+2,+1,0) = 2.000, 3.100, 3.800 eV
Strong, E_F = 1.2 eV: E_f(+2,+1,0) = 3.400, 3.800, 3.800 eV
Strong, E_F = 1.4 eV: E_f(+2,+1,0) = 3.800, 4.000, 3.800 eV
Strong, E_F = 1.6 eV: E_f(+2,+1,0) = 4.200, 4.200, 3.800 eV
Strong, E_F = 2.5 eV: E_f(+2,+1,0) = 6.000, 5.100, 3.800 eV
Middle state above the crossing point by 0.200 eV
Reservoir of 500 levels: cost of adding 2 electrons minus 2 mu = 18.32 meV
Reservoir of 1000 levels: cost of adding 2 electrons minus 2 mu = 9.16 meV
Reservoir of 2000 levels: cost of adding 2 electrons minus 2 mu = 4.58 meV
2000-level reservoir, strong: n = 1 occurs 0 times
  jump from n = 0 to n = 2 at mu = 1.400 eV
  weak: n = 1 found for mu from 1.999 to 2.400 eV
6-level reservoir, strong: n = 1 returns at 4 electrons in total
  reservoir levels 1.166 and 1.834 eV, spacing 0.668 eV
Random test: 300 sets of 5 charges, 900 inner states
  never uniquely lowest: 563; of these with own U > 0: 108
Four charges: E(0), E(+1), E(+2), E(+3) = 3.0, 2.4, 2.0, 0.3 eV
  U at +1 = 0.20 eV, U at +2 = -1.30 eV
  chord from 0 to +3 at charge +1: 2.10 eV
  level (+3/+1) = 1.05 eV, level (+1/0) = 0.60 eV
  level (+3/0) = 0.90 eV; ground charges found: [0, 3]
Largest fraction of charge +1, strong coupling: 4.3647e-04
Largest fraction of charge +1, weak coupling: 9.9956e-01
all assertions hold
```
